# Carbon crossing between steel halves of equal carbon content: a numerical check

```python
"""Carbon redistribution between two joined steel halves of equal carbon content.

Result under test: if ln(gamma) of carbon is larger by D_LN on the left and the
diffusivity is equal and constant, the interface concentrations are
    c_left = 2 c0 / (1 + exp(D_LN)),   c_right = 2 c0 / (1 + exp(-D_LN)).
Symbols: c0 initial carbon (wt%), gamma activity coefficient, a = gamma c activity,
x position (mm, junction at 0), t time (h), diffusivity in mm^2/h.
The simulation solves dc/dt = d/dx [ D c d(ln a)/dx ] through a narrow smooth
change of ln(gamma). No interface condition is imposed on it.
"""
import numpy as np
from scipy.constants import R, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.special import erf, erfc

D_LN = 0.4
C0 = 0.40                      # wt%
TEMPERATURE_C = 1050.0
D_SI_UNITS = 3e-11             # m^2/s, rough value for carbon in austenite
D_SILICON = 2e-15              # m^2/s, rough value for silicon in austenite
SELF_INTERACTION = 0.35        # rough rise of ln(gamma) per wt% carbon
HALF = 10.0                    # mm
T_ANNEAL = 24.0                # h
TO_MM2_PER_H = 1e6 * 3600.0
D = D_SI_UNITS * TO_MM2_PER_H
NARROW = 0.002                 # mm, width of the simulated junction


def simulate(times, left=HALF, right=HALF, width=NARROW, d_left=D, d_right=D,
             self_int=0.0, cells=600):
    """Return cell centres, cell sizes, ln(gamma) of the alloy, and profiles."""
    g = 5.0 * width
    faces = g * np.sinh(np.linspace(-np.arcsinh(left / g),
                                    np.arcsinh(right / g), cells + 1))
    x = 0.5 * (faces[1:] + faces[:-1])
    size = np.diff(faces)
    spacing = np.diff(x)
    diffusivity = np.where(faces[1:-1] < 0, d_left, d_right)
    ln_gamma = -0.5 * D_LN * erf(x / width)

    def rate(_, c):
        ln_a = np.log(c) + ln_gamma + self_int * c
        flux = np.zeros(cells + 1)
        flux[1:-1] = (-diffusivity * 0.5 * (c[1:] + c[:-1])
                      * np.diff(ln_a) / spacing)
        return -np.diff(flux) / size

    sol = solve_ivp(rate, (0.0, times[-1]), np.full(cells, C0), method="LSODA",
                    t_eval=times, rtol=1e-8, atol=1e-10, lband=1, uband=1)
    assert sol.success
    return x, size, ln_gamma, sol.y.T


def interface_values(x, c, width=NARROW):
    """Extrapolate each half to x = 0 from outside the junction zone."""
    def at(position):
        return np.interp(position, x, c)
    return (2 * at(-4 * width) - at(-8 * width),
            2 * at(4 * width) - at(8 * width))


def formula(q=1.0, d_ln=D_LN):
    """Interface values; q weights the right-hand flux against the left."""
    c_left = C0 * (1 + q) / (1 + q * np.exp(d_ln))
    return c_left, c_left * np.exp(d_ln)


# Main result, tested early, after the anneal, and at final equilibrium
c_left = 2 * C0 / (1 + np.exp(D_LN))
c_right = 2 * C0 / (1 + np.exp(-D_LN))
delta = C0 * np.tanh(D_LN / 2)
times = [1.0, T_ANNEAL, 5000.0]
x, size, ln_gamma, profiles = simulate(times)
measured = [interface_values(x, c) for c in profiles]
for pair in measured:
    assert np.allclose(pair, (c_left, c_right), atol=5e-4)
assert np.allclose((C0 - delta, C0 + delta), (c_left, c_right), atol=1e-12)

# Profile, transferred carbon and direction of flow after the anneal
c = profiles[1]
length = 2 * np.sqrt(D * T_ANNEAL)
outside = np.abs(x) > 4 * NARROW
predicted = C0 + np.sign(x) * delta * erfc(np.abs(x) / length)
profile_error = np.max(np.abs(c - predicted)[outside])
assert profile_error < 5e-4
transferred = 2 * delta * np.sqrt(D * T_ANNEAL / np.pi)
transferred_sim = np.sum(((c - C0) * size)[x > 0])
assert abs(transferred_sim / transferred - 1) < 0.01
ln_activity = np.log(c) + ln_gamma
assert np.all(np.diff(ln_activity) < 1e-6)
middle = len(x) // 2
assert ln_activity[middle] < ln_activity[middle - 1]
assert c[middle] > c[middle - 1] and transferred_sim > 0
assert c[0] > c[middle // 2] and c[-1] < c[middle + middle // 2]
end_change = max(abs(c[0] - C0), abs(c[-1] - C0))

# Unequal lengths: same early values, different final values
SHORT = 3.0
xu, _, _, unequal = simulate([5.0, 5000.0], right=SHORT)
early_u = interface_values(xu, unequal[0])
late_u = interface_values(xu, unequal[1])
final_left = C0 * (HALF + SHORT) / (HALF + SHORT * np.exp(D_LN))
final_right = final_left * np.exp(D_LN)
assert np.allclose(early_u, (c_left, c_right), atol=5e-4)
assert np.allclose(late_u, (final_left, final_right), atol=5e-4)

# Neglected effect: carbon raises its own activity coefficient
xs, _, _, ps = simulate([T_ANNEAL], self_int=SELF_INTERACTION)
self_pair = interface_values(xs, ps[0])
jump_check = (np.log(self_pair[1] / self_pair[0])
              + SELF_INTERACTION * (self_pair[1] - self_pair[0]))
assert abs(jump_check - D_LN) < 3e-3
assert abs(sum(self_pair) - 2 * C0) < 3e-3

# Neglected effect: carbon diffuses more slowly in the silicon-rich half
D_RATIO = 0.7
xd, _, _, pd = simulate([T_ANNEAL], d_left=D_RATIO * D)
slow_sim = interface_values(xd, pd[0])
slow_pair = formula(np.sqrt(1 / D_RATIO))
assert np.allclose(slow_sim, slow_pair, atol=5e-4)

# Neglected effect: silicon spreads (held at its final width throughout)
silicon_width = 2 * np.sqrt(D_SILICON * TO_MM2_PER_H * T_ANNEAL)
xw, _, _, pw = simulate([T_ANNEAL], width=silicon_width)
spread_pair = interface_values(xw, pw[0], silicon_width)
assert np.allclose(spread_pair, (c_left, c_right), atol=2e-3)

# Neglected effect: density difference when wt% stands for concentration
DENSITY_RATIO = 1.02           # right over left, rough
density_pair = formula(DENSITY_RATIO)
decimal_pair = formula(d_ln=D_LN * np.log(10))


def shift(pair):
    return max(abs(pair[0] - c_left), abs(pair[1] - c_right))


assert shift(self_pair) > max(shift(slow_pair), shift(spread_pair),
                              shift(density_pair))


def show(label, pair):
    print(f"{label}: left {pair[0]:.4f}, right {pair[1]:.4f} wt%")


print(f"Difference of ln(gamma), left minus right: {D_LN:.1f}")
print(f"Activity-coefficient ratio exp(0.4): {np.exp(D_LN):.4f}")
print(f"tanh(0.2): {np.tanh(D_LN / 2):.4f}")
print(f"Interface / initial carbon: left {c_left/C0:.4f}, right {c_right/C0:.4f}")
print(f"Initial carbon: {C0:.2f} wt%")
print(f"Temperature: {TEMPERATURE_C:.0f} C")
energy = R * (TEMPERATURE_C + zero_Celsius) * D_LN / 1000
print(f"Initial chemical-potential difference: {energy:.2f} kJ/mol")
print(f"Carbon diffusivity (rough): {D_SI_UNITS:.1e} m^2/s = {D:.3f} mm^2/h")
print(f"Length of each half: {HALF:.0f} mm; anneal: {T_ANNEAL:.0f} h")
show("Formula, interface carbon", (c_left, c_right))
print(f"Departure from initial carbon, delta: {delta:.4f} wt%")
for t, pair in zip(times, measured):
    show(f"Simulation at {t:.0f} h", pair)
print(f"Carbon diffusion length 2 sqrt(Dt): {length:.2f} mm")
print(f"Largest profile error outside junction: {profile_error:.1e} wt%")
print(f"Transferred carbon, formula: {transferred:.4f} wt% mm")
print(f"Transferred carbon, simulation: {transferred_sim:.4f} wt% mm")
print(f"Share of left half's carbon moved: {100*transferred/(C0*HALF):.2f} %")
print(f"Carbon change at outer ends after anneal: {end_change:.1e} wt%")
print(f"End-effect time scale (half length)^2/D: {HALF**2 / D:.0f} h")
print(f"Unequal halves: left {HALF:.0f} mm, right {SHORT:.0f} mm")
show("Unequal halves, simulation at 5 h", early_u)
show("Unequal halves, simulation at 5000 h", late_u)
show("Unequal halves, final formula", (final_left, final_right))
print(f"Carbon self-interaction (rough): {SELF_INTERACTION:.2f} per wt%")
show("With carbon self-interaction", self_pair)
print(f"Left/right diffusivity ratio tried: {D_RATIO:.1f}")
show("With unequal diffusivities, formula", slow_pair)
show("With unequal diffusivities, simulation", slow_sim)
print(f"Silicon diffusivity (rough): {D_SILICON:.1e} m^2/s")
print(f"Silicon spreading length: {1000 * silicon_width:.1f} micrometres")
show("With spread silicon", spread_pair)
print(f"Right/left density ratio (rough): {DENSITY_RATIO:.2f}")
show("With density difference", density_pair)
print(f"Largest shifts: self-interaction {shift(self_pair):.4f}, "
      f"diffusivity {shift(slow_pair):.4f} wt%")
print(f"Largest shifts: silicon spread {shift(spread_pair):.5f}, "
      f"density {shift(density_pair):.4f} wt%")
show("If 0.4 were a decimal logarithm", decimal_pair)
print("all assertions hold")
```

It prints:

```
Difference of ln(gamma), left minus right: 0.4
Activity-coefficient ratio exp(0.4): 1.4918
tanh(0.2): 0.1974
Interface / initial carbon: left 0.8026, right 1.1974
Initial carbon: 0.40 wt%
Temperature: 1050 C
Initial chemical-potential difference: 4.40 kJ/mol
Carbon diffusivity (rough): 3.0e-11 m^2/s = 0.108 mm^2/h
Length of each half: 10 mm; anneal: 24 h
Formula, interface carbon: left 0.3210, right 0.4790 wt%
Departure from initial carbon, delta: 0.0790 wt%
Simulation at 1 h: left 0.3211, right 0.4790 wt%
Simulation at 24 h: left 0.3211, right 0.4790 wt%
Simulation at 5000 h: left 0.3211, right 0.4790 wt%
Carbon diffusion length 2 sqrt(Dt): 3.22 mm
Largest profile error outside junction: 6.5e-06 wt%
Transferred carbon, formula: 0.1434 wt% mm
Transferred carbon, simulation: 0.1433 wt% mm
Share of left half's carbon moved: 3.59 %
Carbon change at outer ends after anneal: 1.9e-06 wt%
End-effect time scale (half length)^2/D: 926 h
Unequal halves: left 10 mm, right 3 mm
Unequal halves, simulation at 5 h: left 0.3211, right 0.4790 wt%
Unequal halves, simulation at 5000 h: left 0.3592, right 0.5359 wt%
Unequal halves, final formula: left 0.3592, right 0.5359 wt%
Carbon self-interaction (rough): 0.35 per wt%
With carbon self-interaction: left 0.3301, right 0.4690 wt%
Left/right diffusivity ratio tried: 0.7
With unequal diffusivities, formula: left 0.3155, right 0.4707 wt%
With unequal diffusivities, simulation: left 0.3155, right 0.4707 wt%
Silicon diffusivity (rough): 2.0e-15 m^2/s
Silicon spreading length: 26.3 micrometres
With spread silicon: left 0.3211, right 0.4790 wt%
Right/left density ratio (rough): 1.02
With density difference: left 0.3204, right 0.4780 wt%
Largest shifts: self-interaction 0.0099, diffusivity 0.0083 wt%
Largest shifts: silicon spread 0.00007, density 0.0009 wt%
If 0.4 were a decimal logarithm: left 0.2278, right 0.5722 wt%
all assertions hold
```
